# Kinetic Energy and Exact Exchange in the Two-Singlet Hubbard Dimer Ensemble: verification in Python

```python
"""Two-singlet ensemble of the Hubbard dimer (two electrons, sites 0 and 1).
H = -t*hopping + U*double occupancy + dv*(n1-n0)/2; weights 1-w and w, w <= 1/2.
n = ensemble occupation of site 0, x = n-1. Results under test:
  |x| <= 1-w,   Ts = -2t sqrt((1-w)^2-x^2),
  E_Hx = (U/2) [1+w+(1-3w)x^2/(1-w)^2],   E_x = E_Hx - U(1+x^2).
Reference values come from diagonalization in the projected two-particle space."""
import numpy as np
from scipy.optimize import brentq

# Spatial two-particle basis 00, 01, 10, 11; singlets are exchange-symmetric.
one = np.eye(2)
hop = np.array([[0.0, -1.0], [-1.0, 0.0]])
site0 = np.diag([1.0, 0.0])
r = 1 / np.sqrt(2)
singlets = np.array([[1, 0, 0, 0], [0, 0, 0, 1], [0, r, r, 0]]).T


def project(a):
    return singlets.T @ a @ singlets


KIN = project(np.kron(hop, one) + np.kron(one, hop))
X = project(np.kron(site0, one) + np.kron(one, site0)) - np.eye(3)
DOCC = project(np.diag([1.0, 0.0, 0.0, 1.0]))


def states(t, U, dv):
    """Energies and per-state values of x, kinetic energy, double occupancy."""
    e, c = np.linalg.eigh(t * KIN + U * DOCC - dv * X)
    val = [np.einsum('ik,ij,jk->k', c, a, c) for a in (X, t * KIN, DOCC)]
    return e, val[0], val[1], val[2]


def ensemble(t, U, dv, w):
    e, xs, ts, ds = states(t, U, dv)
    p = np.array([1 - w, w, 0.0])
    return p @ xs, p @ ts, p @ ds, e[1] - e[0]


def invert(t, U, n, w):
    """Potential difference whose ensemble has site-0 occupation n."""
    return brentq(lambda dv: ensemble(t, U, dv, w)[0] - (n - 1),
                  -60 * t, 60 * t, xtol=1e-13, rtol=1e-13)


def F_exact(t, U, n, w):
    _, kin, docc, _ = ensemble(t, U, invert(t, U, n, w), w)
    return kin + U * docc


def hx_numeric(t, U, n, w):
    return U * ensemble(t, 0.0, invert(t, 0.0, n, w), w)[2]


# Derived formulas
def Ts(t, n, w):
    return -2 * t * np.sqrt(np.maximum((1 - w)**2 - (n - 1)**2, 0.0))


def E_H(U, n):
    return U * (1 + (n - 1)**2)


def E_x(U, n, w):
    y2 = ((n - 1) / (1 - w))**2
    return U / 2 * (1 + w + (1 - 3 * w) * y2) - E_H(U, n)


def E_Hx(U, n, w):
    return E_H(U, n) + E_x(U, n, w)


def dv_ks(t, n, w):
    return 2 * t * (n - 1) / np.sqrt((1 - w)**2 - (n - 1)**2)


def gap_ks(t, n, w):
    return 2 * t * (1 - w) / np.sqrt((1 - w)**2 - (n - 1)**2)


def hx_dn(U, n, w):
    return U * (1 - 3 * w) * (n - 1) / (1 - w)**2


def hx_dw(U, n, w):
    return U / 2 * (1 - (1 + 3 * w) * (n - 1)**2 / (1 - w)**3)


rng = np.random.default_rng(7)

# Noninteracting ensembles and their individual states, from diagonalization
for _ in range(200):
    t, U = rng.uniform(0.3, 2.0, 2)
    dv, w = rng.uniform(-6, 6), rng.uniform(0, 0.5)
    e, xs, ts, ds = states(t, 0.0, dv)
    x, kin, docc, gap = ensemble(t, 0.0, dv, w)
    cos_th = dv / np.hypot(dv, 2 * t)
    assert abs(xs[0] - cos_th) < 1e-10 and abs(xs[1]) < 1e-10
    assert abs(ts[1]) < 1e-10
    assert abs(ds[0] - (1 + cos_th**2) / 2) < 1e-10
    assert abs(ds[1] - (1 - cos_th**2)) < 1e-10
    assert abs(kin - Ts(t, 1 + x, w)) < 1e-9
    assert abs(U * docc - E_Hx(U, 1 + x, w)) < 1e-9
    assert abs(gap - gap_ks(t, 1 + x, w)) < 1e-8
    assert abs(dv - dv_ks(t, 1 + x, w)) < 1e-8

# Range and minimum property for arbitrary complex orthonormal singlet pairs
for _ in range(5000):
    w = rng.uniform(0, 0.5)
    q, _ = np.linalg.qr(rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))
    gamma = (1 - w) * np.outer(q[:, 0], q[:, 0].conj())
    gamma = gamma + w * np.outer(q[:, 1], q[:, 1].conj())
    x = np.trace(gamma @ X).real
    assert abs(x) <= 1 - w + 1e-12
    assert np.trace(gamma @ KIN).real >= Ts(1.0, 1 + x, w) - 1e-10

# Interacting ensembles approach the same ends at strong potential difference
for w in (0.0, 0.25, 0.5):
    for sign in (-1, 1):
        x_far = ensemble(1.0, 2.0, sign * 2000.0, w)[0]
        assert abs(x_far - sign * (1 - w)) < 1e-5

# First order in U at fixed density; sign of correlation; derivatives
h = 1e-4
for n, w in ((1.2, 0.0), (1.45, 0.25), (0.7, 0.4), (1.3, 0.5)):
    u = 1e-3
    slope = (F_exact(1.0, u, n, w) - F_exact(1.0, -u, n, w)) / (2 * u)
    assert abs(slope - E_Hx(1.0, n, w)) < 1e-5  # cubic term in U remains
    for U in (0.5, 2.0, 8.0):
        assert F_exact(1.0, U, n, w) - Ts(1.0, n, w) - E_Hx(U, n, w) < 1e-10
    num = (hx_numeric(1, 2, n + h, w) - hx_numeric(1, 2, n - h, w)) / (2 * h)
    assert abs(num - hx_dn(2.0, n, w)) < 1e-5
for n, w in ((1.2, 0.1), (1.45, 0.25), (0.7, 0.4)):
    num = (hx_numeric(1, 2, n, w + h) - hx_numeric(1, 2, n, w - h)) / (2 * h)
    assert abs(num - hx_dw(2.0, n, w)) < 1e-5
    for U in (0.0, 2.0):
        num = (F_exact(1, U, n, w + h) - F_exact(1, U, n, w - h)) / (2 * h)
        exact_gap = ensemble(1.0, U, invert(1.0, U, n, w), w)[3]
        assert abs(num - exact_gap) < 1e-5

# At w = 1/3 the Hartree-exchange energy does not depend on the density
for dv in (-4.0, 0.0, 0.8, 7.0):
    assert abs(ensemble(1.0, 0.0, dv, 1 / 3)[2] - 2 / 3) < 1e-10

# Worked example, energies in units of t
t, U, w, n = 1.0, 2.0, 0.25, 1.45
dvs = invert(t, 0.0, n, w)
_, xs, ts, ds = states(t, 0.0, dvs)
dve = invert(t, U, n, w)
gap_exact = ensemble(t, U, dve, w)[3]
F = F_exact(t, U, n, w)
print("Worked example (energies in units of t)")
print(f"hopping t = {t:.4f} t, repulsion U = {U:.4f} t")
print(f"weight w = {w:.4f}, site-0 occupation n = {n:.4f} electrons")
print(f"allowed n: {w:.4f} to {2 - w:.4f} electrons")
for s in (-1, 1):
    far = 1 + ensemble(t, U, s * 2000.0, w)[0]
    print(f"interacting n at dv = {s * 2000} t: {far:.6f} electrons")
print(f"Kohn-Sham potential difference = {dvs:.4f} t")
print(f"closed-shell site-0 occupation = {1 + xs[0]:.4f} electrons")
print(f"open-shell site-0 occupation = {1 + xs[1]:.4f} electrons")
print(f"closed-shell kinetic energy = {ts[0]:.4f} t")
print(f"closed-shell double occupation = {ds[0]:.4f}")
print(f"open-shell double occupation = {ds[1]:.4f}")
print(f"Ts: formula {Ts(t, n, w):.6f} t, "
      f"diagonalization {ensemble(t, 0.0, dvs, w)[1]:.6f} t")
print(f"E_Hx: formula {E_Hx(U, n, w):.6f} t, "
      f"diagonalization {hx_numeric(t, U, n, w):.6f} t")
print(f"Hartree energy E_H = {E_H(U, n):.6f} t")
print(f"exact exchange E_x = {E_x(U, n, w):.6f} t")
print(f"interacting functional F = {F:.6f} t")
print(f"correlation energy E_c = {F - Ts(t, n, w) - E_Hx(U, n, w):.6f} t")
print(f"Hx potential dE_Hx/dn = {hx_dn(U, n, w):.4f} t")
print(f"exchange-only external dv = {dvs + hx_dn(U, n, w):.4f} t")
print(f"exact external dv = {dve:.4f} t")
print(f"Kohn-Sham gap = {gap_ks(t, n, w):.4f} t")
print(f"weight derivative dE_Hx/dw = {hx_dw(U, n, w):.4f} t")
print(f"exchange-only gap = {gap_ks(t, n, w) + hx_dw(U, n, w):.4f} t")
print(f"exact gap at this density = {gap_exact:.4f} t")
print(f"Table at n = {n:.2f} electrons, U = {U:.1f} t; energies in t")
print("w        n_max    Ts        E_Hx      E_x       E_c")
for ww in (0.0, 0.25, 1 / 3, 0.5):
    ec = F_exact(t, U, n, ww) - Ts(t, n, ww) - E_Hx(U, n, ww)
    print(f"{ww:.4f}   {2 - ww:.4f}   {Ts(t, n, ww):.4f}   "
          f"{E_Hx(U, n, ww):.4f}   {E_x(U, n, ww):.4f}   {ec:.4f}")
print("every check passed")
```

Output:

```
Worked example (energies in units of t)
hopping t = 1.0000 t, repulsion U = 2.0000 t
weight w = 0.2500, site-0 occupation n = 1.4500 electrons
allowed n: 0.2500 to 1.7500 electrons
interacting n at dv = -2000 t: 0.250000 electrons
interacting n at dv = 2000 t: 1.750000 electrons
Kohn-Sham potential difference = 1.5000 t
closed-shell site-0 occupation = 1.6000 electrons
open-shell site-0 occupation = 1.0000 electrons
closed-shell kinetic energy = -1.6000 t
closed-shell double occupation = 0.6800
open-shell double occupation = 0.6400
Ts: formula -1.200000 t, diagonalization -1.200000 t
E_Hx: formula 1.340000 t, diagonalization 1.340000 t
Hartree energy E_H = 2.405000 t
exact exchange E_x = -1.065000 t
interacting functional F = -0.019667 t
correlation energy E_c = -0.159667 t
Hx potential dE_Hx/dn = 0.4000 t
exchange-only external dv = 1.9000 t
exact external dv = 2.3024 t
Kohn-Sham gap = 2.5000 t
weight derivative dE_Hx/dw = 0.1600 t
exchange-only gap = 2.6600 t
exact gap at this density = 2.7019 t
Table at n = 1.45 electrons, U = 2.0 t; energies in t
w        n_max    Ts        E_Hx      E_x       E_c
0.0000   2.0000   -1.7861   1.2025   -1.2025   -0.1115
0.2500   1.7500   -1.2000   1.3400   -1.0650   -0.1597
0.3333   1.6667   -0.9838   1.3333   -1.0717   -0.1441
0.5000   1.5000   -0.4359   1.0950   -1.3100   -0.0029
every check passed
```
